# Long-range dipole electron-phonon vertex and its Fröhlich limit, part 1

(Sections cited here and not found follow in the second part.)

In a three-dimensional insulating crystal with cell volume \(\Omega\), Born charge tensors \(Z^*_\kappa\) and clamped-ion dielectric tensor \(\varepsilon_\infty\), the electron-phonon vertex of an optical mode is \(g=g^L+O(q^0)\) as \(q\to0\), with the Verdi-Giustino dipole term

\[ g^L_{mn\nu}(\mathbf k,\mathbf q)= \frac{ie^2}{\varepsilon_0\Omega}\sum_\kappa\sqrt{\frac{\hbar}{2M_\kappa\omega_{\mathbf q\nu}}}\sum_{\mathbf G}\frac{\mathbf K\cdot Z^*_\kappa\cdot\mathbf e_{\kappa\nu}}{\mathbf K\cdot\varepsilon_\infty\cdot\mathbf K}\,\langle\psi_{m\mathbf k+\mathbf q}|e^{i\mathbf K\cdot(\mathbf r-\boldsymbol\tau_\kappa)}|\psi_{n\mathbf k}\rangle , \tag{1}\]

where \(\mathbf K=\mathbf q+\mathbf G\neq0\). The \(\mathbf G=0\) term diverges as \(1/q\) for a mode carrying a longitudinal dipole and is what the derivation fixes; the \(\mathbf G\ne0\) terms are of order \(q^0\) and serve to make \(g^L\) periodic in \(\mathbf q\). What is bounded is the remainder of the potential per unit displacement; for acoustic modes the factor \(\omega^{-1/2}\propto q^{-1/2}\) can make the remainder of \(g\) diverge as \(q^{-1/2}\) (section 5). In a cubic diatomic crystal (1) reduces to Fröhlich's coupling of the LO mode,

\[ |g|^2=\frac{e^2\hbar\omega_L}{2\varepsilon_0\Omega q^2}\Big(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\Big). \tag{2}\]

**Conventions.** Atom \(\kappa\) of cell \(\mathbf R\) sits at \(\mathbf R+\boldsymbol\tau_\kappa\) and is displaced by \(\sum_{\mathbf q\nu}(\hbar/2NM_\kappa\omega_{\mathbf q\nu})^{1/2}\mathbf e_{\kappa\nu}e^{i\mathbf q\cdot\mathbf R}(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu})\), with \(\sum_\kappa|\mathbf e_{\kappa\nu}|^2=1\) and \(N\) cells. The coupling is \(N^{-1/2}\sum g\,c^\dagger_{m\mathbf k+\mathbf q}c_{n\mathbf k}(b+b^\dagger)\), so

\[ g_{mn\nu}=\sum_{\kappa\beta}\sqrt{\hbar/2M_\kappa\omega_{\mathbf q\nu}}\;e_{\kappa\beta\nu}\,\langle\psi_{m\mathbf k+\mathbf q}|\partial_{\kappa\beta,\mathbf q}V|\psi_{n\mathbf k}\rangle, \tag{3}\]

where \(\partial_{\kappa\beta,\mathbf q}V\) is the change of the self-consistent potential energy of an electron per unit amplitude of the pattern \(\mathbf u\,e^{i\mathbf q\cdot\mathbf R}\). The electron charge is \(-e\). The regime is linear order in \(\mathbf u\), mean field with a Hartree or semilocal kernel, filled bands below a gap, and static screening, which requires \(\hbar\omega\) far below the gap. Numbers are taken from the numerical output that follows the text.

## 1. Point charges in a uniform medium

A point charge \(ze\) displaced by \(\mathbf u\) changes the charge density by \(-ze\,\mathbf u\cdot\nabla\delta(\mathbf r-\mathbf R-\boldsymbol\tau)\). Summing over \(\mathbf R\) with the phase \(e^{i\mathbf q\cdot\mathbf R}\) leaves the wavevectors \(\mathbf K=\mathbf q+\mathbf G\), with coefficients \(\rho(\mathbf K)=-i(ze/\Omega)\,\mathbf K\cdot\mathbf u\,e^{-i\mathbf K\cdot\boldsymbol\tau}\). In a uniform medium Poisson's equation \(-\varepsilon_0\nabla\cdot\varepsilon\nabla\phi=\rho\) gives \(\phi(\mathbf K)=\rho(\mathbf K)/(\varepsilon_0\,\mathbf K\cdot\varepsilon\cdot\mathbf K)\), and the electron feels \(\delta V=-e\phi\):

\[ \delta V(\mathbf K)=\frac{ie^2}{\varepsilon_0\Omega}\,\frac{z\,\mathbf K\cdot\mathbf u}{\mathbf K\cdot\varepsilon\cdot\mathbf K}\,e^{-i\mathbf K\cdot\boldsymbol\tau}. \]

The factor \(+i\) is the \(-i\) of the dipole density times the sign of the electron charge. One power of \(K\) over two gives \(1/q\) at \(\mathbf G=0\). This has the shape of (1), but a crystal is not a uniform medium: its electrons respond at every \(\mathbf G\), and they change the dipole as well as screen it. It has to be shown that this microscopic response enters the \(1/q\) term through \(Z^*\) and \(\varepsilon_\infty\) alone.

## 2. Isolating the macroscopic potential

Write \(\delta V(\mathbf r)=\sum_G\delta V_Ge^{i\mathbf K\cdot\mathbf r}\) and the induced electron number density as \(\Omega^{-1}\sum_G\delta n_Ge^{i\mathbf K\cdot\mathbf r}\). In matrix form over \(\mathbf G\),

\[ \delta V=\delta V^b+v\,\delta n,\qquad \delta n=\chi^0\,\delta V, \]

where \(v\) is the Coulomb kernel \(e^2/(\varepsilon_0\Omega K^2)\) plus any semilocal exchange-correlation kernel. The element singular at \(q\to0\) is \(v_0=e^2/(\varepsilon_0\Omega q^2)\). Let \(\hat 0\) be the unit vector on \(\mathbf G=0\) and split \(v=v_0\hat0\hat0^\dagger+\bar v\). By section 1 with \(\varepsilon=1\), the bare potential of an ion of charge \(ze\) splits as \(\delta V^b=v_0s\,\hat0+\delta\bar V^b\), where \(s=iz\,\mathbf q\cdot\mathbf u\,e^{-i\mathbf q\cdot\boldsymbol\tau}\) and \(\delta\bar V^b\), containing all \(\mathbf G\neq0\) components and the short-range part of the ionic potential, is analytic in \(\mathbf q\). Collect the two singular pieces in the macroscopic potential energy \(\Phi=v_0(s+\delta n_0)\). Then \(\delta V=\Phi\hat0+\delta\bar V^b+\bar v\,\delta n\). Inserting this in \(\delta n=\chi^0\delta V\) and moving \(\chi^0\bar v\,\delta n\) to the left gives

\[ \delta n=\bar\chi\,(\Phi\hat0+\delta\bar V^b),\qquad\bar\chi=(1-\chi^0\bar v)^{-1}\chi^0 . \]

The \(\mathbf G=0\) row, put into the definition of \(\Phi\), reads \(\Phi=v_0[\bar s+\bar\chi_{00}\Phi]\) with \(\bar s=s+(\bar\chi\,\delta\bar V^b)_0\). Therefore

\[ \Phi=\frac{v_0\,\bar s}{1-v_0\bar\chi_{00}},\qquad \delta V=\Phi\hat0+\bar v\bar\chi\hat0\,\Phi+(1+\bar v\bar\chi)\,\delta\bar V^b. \tag{4}\]

No expansion in \(q\) has been made. The total charge induced when \(\Phi\) is held at zero is \(\bar\rho=-e\bar s/\Omega\).

## 3. Small \(q\) in an insulator

With \(M_{n'n}(\mathbf G)=\langle\psi_{n'\mathbf k+\mathbf q}|e^{i\mathbf K\cdot\mathbf r}|\psi_{n\mathbf k}\rangle\), first-order perturbation theory of each orbital gives

\[ \chi^0_{GG'}=\frac2N\sum_{\mathbf k nn'}\frac{f_{n\mathbf k}-f_{n'\mathbf k+\mathbf q}}{\epsilon_{n\mathbf k}-\epsilon_{n'\mathbf k+\mathbf q}}\,M^*_{n'n}(\mathbf G)M_{n'n}(\mathbf G'). \]

In an insulator the occupation difference vanishes unless one state is valence and the other conduction, so the denominators are bounded by the gap and \(\chi^0\) is analytic near \(\mathbf q=0\). So is \(\bar v\), and so is \(\bar\chi\) provided \(1-\chi^0\bar v\) is invertible, which holds if the electronic ground state is stable at zero macroscopic field. At \(\mathbf G=0\) the element is \(\langle u_{c\mathbf k+\mathbf q}|u_{v\mathbf k}\rangle\). It vanishes at \(q=0\) by orthogonality, and differentiating \(\langle u_c|u_v\rangle=0\) gives \(M_{cv}(0)=-\mathbf q\cdot\langle u_c|\nabla_{\mathbf k}u_v\rangle=i\mathbf q\cdot\mathbf X_{cv}\), with the interband dipole \(\mathbf X_{cv}=i\langle u_c|\nabla_{\mathbf k}u_v\rangle\). Each index \(\mathbf G=0\) of \(\chi^0\) thus carries one power of \(q\). Every term of \(\bar\chi=\chi^0+\chi^0\bar v\chi^0+\dots\) begins and ends with \(\chi^0\), so its head \(\bar\chi_{00}\) is \(O(q^2)\) and its wings \(\bar\chi_{0G},\bar\chi_{G0}\) are \(O(q)\).

*Denominator.* The potential energy \(\Phi e^{i\mathbf q\cdot\mathbf r}\) is the electrostatic potential \(-\Phi/e\), so the macroscopic field is \(\mathbf E=i\mathbf q\Phi/e\). Since \(M_{cv}(0)=i\mathbf q\cdot\mathbf X_{cv}\), to leading order it acts on the electrons as \(e\mathbf E\cdot\mathbf X\), a uniform field, and \(\bar\chi\) adds the local fields with no further macroscopic field. That is the defining situation of \(\mathbf P=\varepsilon_0(\varepsilon_\infty-1)\mathbf E\). The induced charge is \(\rho=-i\mathbf q\cdot\mathbf P=\varepsilon_0\,\mathbf q\cdot(\varepsilon_\infty-1)\cdot\mathbf q\,\Phi/e\), and \(\delta n_0=-\Omega\rho/e\). Hence \(\bar\chi_{00}=-(\varepsilon_0\Omega/e^2)\,\mathbf q\cdot(\varepsilon_\infty-1)\cdot\mathbf q\) and

\[ 1-v_0\bar\chi_{00}\to\hat{\mathbf q}\cdot\varepsilon_\infty\cdot\hat{\mathbf q}. \tag{5}\]

For a purely macroscopic external perturbation (\(\delta\bar V^b=0\)) in the Hartree case, (4) shows that this equals \(1/\varepsilon^{-1}_{00}\).

*Numerator.* Both \(s\) and the wing term are \(O(q)\), so \(\bar s\) has no zeroth order. Its first order is a uniform polarization at zero macroscopic field, which defines the Born charge, \(eZ^*_{\kappa,\alpha\beta}=\Omega\,\partial P_\alpha/\partial u_{\kappa\beta}\). From \(\bar\rho=-i\mathbf q\cdot\mathbf P\),

\[ \bar s=i\,q_\alpha Z^*_{\kappa,\alpha\beta}u_\beta\,e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}+O(q^2). \tag{6}\]

The phase factor alters the \(O(q^2)\) term. It is kept because it places the dipole on the atom, which makes that term independent of the origin. Two properties of \(Z^*\) are used below. With the electric enthalpy per cell \(\mathcal F(\mathbf u,\mathbf E)\), \(\Omega P_\alpha=-\partial\mathcal F/\partial E_\alpha\) and the force is \(F_{\kappa\beta}=-\partial\mathcal F/\partial u_{\kappa\beta}\); equality of mixed derivatives gives \(F_{\kappa\beta}=eE_\alpha Z^*_{\kappa,\alpha\beta}\). A rigid translation changes \(\Omega\mathbf P\) by the cell charge times \(\mathbf u\), which is zero, so \(\sum_\kappa Z^*_\kappa=0\).

*Result.* Inserting (5) and (6) in (4), and using \(q^2\,\hat{\mathbf q}\cdot\varepsilon_\infty\cdot\hat{\mathbf q}=\mathbf q\cdot\varepsilon_\infty\cdot\mathbf q\),

\[ \Phi=\frac{ie^2}{\varepsilon_0\Omega}\,\frac{\mathbf q\cdot Z^*_\kappa\cdot\mathbf u}{\mathbf q\cdot\varepsilon_\infty\cdot\mathbf q}\,e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}+O(q^0). \tag{7}\]

The rest of \(\delta V\) in (4) is bounded. The last term is analytic, and \(\bar v\bar\chi\hat0\,\Phi\) is a wing times \(1/q\). The matrix element of \(\Phi e^{i\mathbf q\cdot\mathbf r}\) is \(\Phi M_{mn}(0)\), and (3) then gives the \(\mathbf G=0\) term of (1). For non-degenerate bands \(M_{mn}(0)\to\delta_{mn}\) up to a phase, so the divergence is intraband; in a degenerate set the overlap tends to a unitary matrix. With the phase convention \(e^{i\mathbf q\cdot\mathbf R}\), the state \(\psi_{m\mathbf k+\mathbf q}\), the eigenvector and therefore \(g\) are unchanged under \(\mathbf q\to\mathbf q+\mathbf G_0\). The single term (7) lacks this property, while the sum over \(\mathbf G\) has it, because the shift relabels \(\mathbf K\). The added terms are finite at \(q\to0\) and lie within the \(O(q^0)\) remainder.

The remainder is bounded but not analytic. The wing term has the form \((\mathbf q\cdot\mathbf w)(\mathbf q\cdot Z^*\mathbf u)/(\mathbf q\cdot\varepsilon_\infty\cdot\mathbf q)\), and the \(O(q^2)\) quadrupole part of \(\bar s\) gives a quadratic form over \(\mathbf q\cdot\varepsilon_\infty\cdot\mathbf q\). Both depend on \(\hat{\mathbf q}\) at \(q\to0\) unless symmetry removes them.

*Where it fails.* In a metal, intraband transitions make \(\bar\chi_{00}\) tend to a constant at \(q\to0\), negative for the Hartree kernel, and (4) gives \(\Phi\to-\bar s/\bar\chi_{00}\), which is finite. For an isolated sheet the kernel \(v_0\) scales as \(1/q\); with \(\bar s\propto q\) and \(\bar\chi_{00}\propto q^2\), \(\Phi\) stays finite, with a limit that, for an in-plane dipole, depends on \(\hat{\mathbf q}\).

*Test on a layered insulator.* Take two sheets of Gaussian ionic charge, \(z=1.5\) and \(0.5\), with attractive wells, period 0.4 nm, \(\Omega=0.064\) nm³, electrons moving along the normal, one doubly filled band, Hartree self-consistency with the kernel \(e^2/\varepsilon_0\Omega K^2\), and \(\mathbf q\) along the normal. The gap on the sampled \(\mathbf k\) mesh is 3.06 eV; the mesh misses the zone edge, where the gap is 3.05 eV. Berry phases of displaced self-consistent ground states give \(Z^*=\mp1.13058\), and the force per unit field gives the same digits, which tests reciprocity and the sum rule. The sign is opposite to \(z\) for the first sheet, so the bare charge of section 1 would be wrong even in sign. The uniform-field response gives \(\varepsilon_\infty=3.44311\), equal to \(1/\varepsilon^{-1}_{00}\) at \(q=0.005\) nm⁻¹. The ratio of the full finite-\(q\) vertex to (7) extrapolates to one for both sheets and both lowest bands. For sheet 2 and the conduction band, with the initial state at \(k=0.3\pi/(0.4\ \text{nm})\), the full and dipole moduli are 9283.93 and 9283.94 eV/nm at \(q=0.01\) nm⁻¹, 928.38 and 928.37 at 0.1, and 93.21 and 92.64 at 1.0, while the interband element stays near 11.7 eV/nm.

The moduli agree better than an \(O(q^0)\) remainder suggests. The potential is real, so its periodic part obeys \(\delta V(-q)=\delta V(q)^*\). The \(q^0\) terms listed above are even in \(q\), hence real, and so is their intraband expectation value, whereas (7) is imaginary at leading order. The two add in quadrature and change the modulus at relative order \(q^2\). The printed differences relative to the dipole modulus are \(1\times10^{-6}\), \(2\times10^{-5}\) and \(6\times10^{-3}\). They are small, but the first has the opposite sign to the other two and they do not follow a clean \(q^2\) law, so these three points do not test the order of the correction.

The \(1/q\) term of the electron-phonon vertex in an insulator has been shown to depend on the microscopic electronic response only through \(Z^*\) and \(\varepsilon_\infty\), and a layered model agrees with it. It remains to test the tensor form, to derive the coupling of the individual modes and a sum rule, and to obtain the Fröhlich limit (2) with a worked example.

Numbers in the example were calculated in double precision.
